# Tensor rank and reduced matrix elements of the Stevens operators: test program

```python
# Stevens factors: inside a multiplet J, sum_i f_k(r_i) = theta_k <r^k> O_k^0, where
# f_k = N_k r^k P_k (N = 2, 8, 16) and O_k^0 is f_k symmetrised in Jx, Jy, Jz.
# Formula: theta_k = 2^k sqrt((2j-k)!/(2j+k+1)!) <j||C^k||j>,
# <j||C^k||j> = (-1)^(l+s+j+k)(2j+1){l j s; j l k}<l||C^k||l>,
# <l||C^k||l> = (-1)^l (2l+1)(l k l;000); a single hole reverses the sign.
# Independent road: sphere quadrature, Slater determinants, spin-orbit diagonalisation.
import numpy as np, sympy as sp
from math import factorial
from functools import lru_cache
from itertools import combinations
from scipy.special import lpmv
from scipy.linalg import null_space
from scipy import constants as sc
from sympy.physics.wigner import wigner_3j, wigner_6j
from sympy.utilities.iterables import multiset_permutations

R, F = sp.Rational, sp.factorial
half = R(1, 2)
x, y, z, u = sp.symbols('x y z u', real=True)
r2 = x**2 + y**2 + z**2
Nk = {2: 2, 4: 8, 6: 16}
f0 = {2: 3*z**2 - r2, 4: 35*z**4 - 30*z**2*r2 + 3*r2**2,
      6: 231*z**6 - 315*z**4*r2 + 105*z**2*r2**2 - 5*r2**3}
re_pow = lambda q: sp.expand(((x + sp.I*y)**q + (x - sp.I*y)**q)/2)
polys = {2: [f0[2], re_pow(2)], 4: [f0[4], re_pow(4)],
         6: [f0[6], re_pow(6), (11*z**2 - r2)*re_pow(4)]}

def jmats(j):
    j = float(j); m = j - np.arange(int(round(2*j)) + 1)
    jp = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1).astype(complex)
    return (jp + jp.T)/2, (jp - jp.T)/2j, np.diag(m).astype(complex)

def symmetrise(poly, Jv):
    out = np.zeros_like(Jv[0])
    for (a, b, c), coef in sp.Poly(sp.expand(poly), x, y, z).terms():
        words = list(multiset_permutations([0]*a + [1]*b + [2]*c))
        for w in words:
            out = out + float(coef)/len(words)*np.linalg.multi_dot([Jv[i] for i in w])
    return out

def stevens_diag(k, J, M):
    X = J*(J + 1)
    return {2: 3*M**2 - X, 4: 35*M**4 - (30*X - 25)*M**2 + 3*X**2 - 6*X,
            6: 231*M**6 - (315*X - 735)*M**4 + (105*X**2 - 525*X + 294)*M**2
               - 5*X**3 + 40*X**2 - 60*X}[k]

stretched = lambda J, k: F(2*J)/sp.sqrt(F(2*J - k)*F(2*J + k + 1))
red_l = lambda l, k: (-1)**l*(2*l + 1)*wigner_3j(l, k, l, 0, 0, 0)
def sixj(l, j, k):
    b = max(sp.Integer(l), j)
    return (-1)**int(k + 2*b)*sp.sqrt((2*b + k + 1)*(2*b - k))/(2*b*(2*b + 1))
red_j = lambda l, j, k: (-1)**int(l + half + j + k)*(2*j + 1)*sixj(l, j, k)*red_l(l, k)
theta = lambda l, j, k: sp.simplify(2**k*sp.sqrt(F(2*j - k)/F(2*j + k + 1))*red_j(l, j, k))

# operator equivalents and stretched 3j symbols
for J in [R(5, 2), R(7, 2), R(4), R(15, 2)]:
    Jv = jmats(J); m = np.diag(Jv[2]).real
    for k in Nk:
        O = symmetrise(f0[k], Jv); tol = 1e-11*float(J)**k*300
        assert abs(O - np.diag(stevens_diag(k, float(J), m))).max() < tol
        lap = sum(np.linalg.matrix_power(Jv[2] + 1j*(Jv[0]*np.cos(p) + Jv[1]*np.sin(p)), k)
                  for p in 2*np.pi*np.arange(16)/16)/16
        assert abs(O - Nk[k]*lap).max() < tol
        K = jmats(k); I1, I2 = np.eye(len(m)), np.eye(2*k + 1)
        raise_tot = np.kron(Jv[0] + 1j*Jv[1], I2) + np.kron(I1, K[0] + 1j*K[1])
        Mtot = np.add.outer(m, np.diag(K[2]).real).ravel()
        cols = np.where(abs(Mtot - float(J)) < 1e-9)[0]
        ns = null_space(raise_tot[:, cols])
        if k > 2*J:
            assert ns.shape[1] == 0 and abs(O).max() < tol
            continue
        assert abs(O[0, 0] - float(Nk[k]*F(2*J)/F(2*J - k)/2**k)) < tol
        assert ns.shape[1] == 1
        c0 = abs(ns[list(cols).index(k), 0])
        assert abs(c0/np.sqrt(len(m)) - float(stretched(J, k))) < 1e-12
        assert abs(float(wigner_3j(J, k, J, -J, 0, J) - stretched(J, k))) < 1e-13

# 6j closed form against the sum over four 3j symbols
w3 = lru_cache(None)(lambda *a: float(wigner_3j(*a)))
def sixj_sum(l, j, k):
    tot = 0.0
    for m1 in range(-l, l + 1):
        for m3 in (half, -half):
            m2 = -m1 - m3
            for m5 in range(-l, l + 1):
                m6 = m5 - m1; m4 = m6 - m2
                if abs(m2) > j or abs(m4) > j or abs(m6) > k:
                    continue
                ph = (-1)**int(2*l + 2*j + half + k - (m1 + m2 + m3 + m4 + m5 + m6))
                tot += (ph*w3(l, j, half, -m1, -m2, -m3)*w3(l, l, k, m1, -m5, m6)
                        *w3(j, j, k, m4, m2, -m6)*w3(j, l, half, -m4, m5, m3))
    return tot
for l in (2, 3):
    for j in (l - half, l + half):
        for k in range(1, 2*l + 1):
            assert abs(sixj_sum(l, j, k) - float(sixj(l, j, k))) < 1e-12
            assert abs(float(wigner_6j(l, j, half, j, l, k) - sixj(l, j, k))) < 1e-13

# orbital matrices by quadrature on the unit sphere
ug, wg = np.polynomial.legendre.leggauss(20)
phi = 2*np.pi*np.arange(32)/32
U, P = np.meshgrid(ug, phi, indexing='ij'); W = np.outer(wg, np.full(32, 2*np.pi/32))
def ylm(l, m):
    a = abs(m)
    Y = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - a)/factorial(l + a))*lpmv(a, l, U)*np.exp(1j*a*P)
    return Y if m >= 0 else (-1)**a*Y.conj()
def orbital(l, poly):
    s = np.sqrt(1 - U**2)
    val = sp.lambdify((x, y, z), poly)(s*np.cos(P), s*np.sin(P), U)
    Y = np.array([ylm(l, m) for m in range(l, -l - 1, -1)])
    return np.einsum('aij,ij,bij->ab', Y.conj(), val*W, Y)
for l in (2, 3):
    for k in range(2, 2*l + 1, 2):
        we = [(-1)**(l - m)*w3(l, k, l, -m, 0, m)*float(red_l(l, k)) for m in range(l, -l - 1, -1)]
        assert abs(orbital(l, f0[k])/Nk[k] - np.diag(we)).max() < 1e-12

def many(op, N):
    n = len(op)
    dets = [sum(1 << i for i in c) for c in combinations(range(n), N)]
    idx = {d: i for i, d in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)), complex)
    par = lambda d, p: (-1)**bin(d & ((1 << p) - 1)).count('1')
    for d in dets:
        for q in range(n):
            if d >> q & 1:
                d1 = d ^ (1 << q)
                for p in range(n):
                    if not d1 >> p & 1:
                        out[idx[d1 | (1 << p)], idx[d]] += op[p, q]*par(d, q)*par(d1, p)
    return out

def shell(l, N):
    L1 = [np.kron(a, np.eye(2)) for a in jmats(l)]
    S1 = [np.kron(np.eye(2*l + 1), a) for a in jmats(0.5)]
    so = many(sum(a @ b for a, b in zip(L1, S1)), N)
    L = [many(a, N) for a in L1]; S = [many(a, N) for a in S1]
    I = np.eye(len(so))
    assert abs(sum(a @ a for a in L) - l*(l + 1)*I).max() < 1e-10
    assert abs(sum(a @ a for a in S) - 0.75*I).max() < 1e-10
    field = lambda poly: many(np.kron(orbital(l, poly), np.eye(2)), N)
    return so, [a + b for a, b in zip(L, S)], field

assert all(abs(many(np.kron(orbital(3, f0[k]), np.eye(2)), 14)).max() < 1e-11 for k in Nk)
numeric, so_levels = {}, {}
for l in (2, 3):
    for N in (1, 4*l + 1):
        so, Jv, field = shell(l, N)
        e, v = np.linalg.eigh(so)
        low = abs(e - e[0]) < 1e-8
        assert low.sum() == (2*l if N == 1 else 2*l + 2)
        for sel in (low, ~low):
            V = v[:, sel]; J = R(int(sel.sum()) - 1, 2); so_levels[l, N, J] = e[sel].mean()
            Jp = [V.conj().T @ a @ V for a in Jv]
            assert abs(sum(a @ a for a in Jp) - float(J*(J + 1))*np.eye(V.shape[1])).max() < 1e-10
            for k in range(2, 2*l + 1, 2):
                for poly in polys[k]:
                    full = field(poly); A = V.conj().T @ full @ V; O = symmetrise(poly, Jp)
                    if k > 2*J:
                        assert abs(A).max() < 1e-11 and abs(O).max() < 1e-8
                        continue
                    t = (np.vdot(O, A)/np.vdot(O, O)).real
                    assert abs(A - t*O).max() < 1e-10
                    assert abs(t/float(theta(l, J, k)) - (1 if N == 1 else -1)) < 1e-10
                    numeric[l, N, J, k] = t
        if l == 3:  # rank 6 still connects the two multiplets
            assert abs(v[:, low].conj().T @ field(f0[6]) @ v[:, ~low]).max() > 0.1
assert [theta(3, R(5, 2), k) for k in (2, 4)] == [R(-2, 35), R(2, 315)] and red_j(3, R(5, 2), 6) == 0
assert [-theta(3, R(7, 2), k) for k in Nk] == [R(2, 63), R(-2, 1155), R(4, 27027)]

show = lambda a: f"{sp.simplify(a)} = {float(a):.6g}"
print("dimensionless quantities, l = 3, s = 1/2")
wt = (1 - u**2)**3; norm = 1/sp.integrate(wt, (u, -1, 1))
print("normalisation of (1-u^2)^3:", norm)
for k in Nk:
    pk = norm*sp.integrate(sp.expand(wt*sp.legendre(k, u)), (u, -1, 1))
    assert sp.simplify(pk - stretched(3, k)*red_l(3, k)) == 0
    print(f"k={k}: <33|P_k|33> {pk}; (3k3;-303) {show(stretched(3, k))}")
    print(f"k={k}: (3k3;000) {show(wigner_3j(3, k, 3, 0, 0, 0))}; <3||C||3> {show(red_l(3, k))}")
for j in (R(5, 2), R(7, 2)):
    for k in Nk:
        print(f"j={j} k={k}: 6j {show(sixj(3, j, k))}; <j||C||j> {show(red_j(3, j, k))}")
        if k <= 2*j:
            pre = 2**k*sp.sqrt(F(2*j - k)/F(2*j + k + 1))
            print(f"j={j} k={k}: prefactor {show(pre)}; one-electron theta {theta(3, j, k)}")
for (l, N, J), e in so_levels.items():
    if l == 3:
        print(f"4f{N} J={J}: spin-orbit energy {e:+.4f} zeta")

Ak = {2: 100.0, 4: 50.0, 6: 20.0}; zeta = 1000.0
meV = sc.h*sc.c*100/sc.e*1e3
print("model A_k<r^k> (k=2,4,6):", list(Ak.values()), f"cm^-1; zeta {zeta:.0f} cm^-1")
print(f"1 cm^-1 = {meV:.6f} meV")
for name, N, J in (("Ce3+", 1, R(5, 2)), ("Yb3+", 13, R(7, 2))):
    so, Jv, field = shell(3, N)
    Vcf = sum(Ak[k]*field(f0[k]) for k in Nk)
    ks = [k for k in Nk if k <= 2*J]
    Ms = [J - i for i in range(int(J + half))]
    th = {k: (1 if N == 1 else -1)*theta(3, J, k) for k in ks}
    for k in Nk:
        diag = [stevens_diag(k, J, M) for M in Ms]
        if k in ks:
            print(f"{name} k={k}: theta {show(th[k])} (determinants {numeric[3, N, J, k]:.6g})")
            print(f"{name} k={k}: B {float(th[k])*Ak[k]:.6g} cm^-1; O(M=J..1/2) {diag}")
        else:
            print(f"{name} k={k}: O(M=J..1/2) {diag}; theta undetermined, set to 0")
    E1 = np.array([sum(float(th[k]*stevens_diag(k, J, M))*Ak[k] for k in ks) for M in Ms])
    e, v = np.linalg.eigh(so); V = v[:, abs(e - e[0]) < 1e-8]
    assert abs(np.linalg.eigvalsh(V.conj().T @ Vcf @ V) - np.sort(np.repeat(E1, 2))).max() < 1e-9
    mz = np.diag(Jv[2]).real
    def exact(zt):
        out = []
        for M in Ms:
            b = np.where(abs(mz - float(M)) < 1e-9)[0]
            out.append(np.linalg.eigvalsh((zt*so + Vcf)[np.ix_(b, b)])[0] - zt*e[0])
        return np.array(out)
    Ex = exact(zeta)
    assert np.all(Ex - E1 < 1e-8)
    ratio = abs(exact(1e4) - E1).max()/abs(exact(1e5) - E1).max()
    assert abs(ratio - 10) < 0.2  # third-order terms are of relative size V/(3.5 zeta)
    for M, a, b in zip(Ms, E1, Ex):
        print(f"{name} |M|={M}: Stevens {a:.3f}, full {b:.3f}, shift {b - a:.3f} cm^-1")
    print(f"{name} spread Stevens {np.ptp(E1):.3f} cm^-1 = {np.ptp(E1)*meV:.3f} meV")
    print(f"{name} spread full {np.ptp(Ex):.3f} cm^-1 = {np.ptp(Ex)*meV:.3f} meV")
    print(f"{name} largest shift ratio, zeta 1e4 vs 1e5 cm^-1: {ratio:.3f}")
print("finished without a failed check")
```

It prints:

```
dimensionless quantities, l = 3, s = 1/2
normalisation of (1-u^2)^3: 35/32
k=2: <33|P_k|33> -1/3; (3k3;-303) sqrt(105)/42 = 0.243975
k=2: (3k3;000) 2*sqrt(105)/105 = 0.19518; <3||C||3> -2*sqrt(105)/15 = -1.36626
k=4: <33|P_k|33> 1/11; (3k3;-303) sqrt(154)/154 = 0.0805823
k=4: (3k3;000) -sqrt(154)/77 = -0.161165; <3||C||3> sqrt(154)/11 = 1.12815
k=6: <33|P_k|33> -5/429; (3k3;-303) sqrt(3003)/6006 = 0.00912415
k=6: (3k3;000) 10*sqrt(3003)/3003 = 0.182483; <3||C||3> -10*sqrt(3003)/429 = -1.27738
j=5/2 k=2: 6j 1/7 = 0.142857; <j||C||j> -4*sqrt(105)/35 = -1.17108
j=5/2 k=2: prefactor sqrt(105)/210 = 0.048795; one-electron theta -2/35
j=5/2 k=4: 6j sqrt(22)/42 = 0.111677; <j||C||j> 2*sqrt(7)/7 = 0.755929
j=5/2 k=4: prefactor sqrt(7)/315 = 0.00839921; one-electron theta 2/315
j=5/2 k=6: 6j 0 = 0; <j||C||j> 0 = 0
j=7/2 k=2: 6j -5*sqrt(2)/56 = -0.126269; <j||C||j> -2*sqrt(210)/21 = -1.38013
j=7/2 k=2: prefactor sqrt(210)/630 = 0.0230022; one-electron theta -2/63
j=7/2 k=4: 6j -3/28 = -0.107143; <j||C||j> 6*sqrt(154)/77 = 0.966988
j=7/2 k=4: prefactor sqrt(154)/6930 = 0.00179072; one-electron theta 2/1155
j=7/2 k=6: 6j -sqrt(14)/56 = -0.0668153; <j||C||j> -10*sqrt(858)/429 = -0.682789
j=7/2 k=6: prefactor sqrt(858)/135135 = 0.000216758; one-electron theta -4/27027
4f1 J=5/2: spin-orbit energy -2.0000 zeta
4f1 J=7/2: spin-orbit energy +1.5000 zeta
4f13 J=7/2: spin-orbit energy -1.5000 zeta
4f13 J=5/2: spin-orbit energy +2.0000 zeta
model A_k<r^k> (k=2,4,6): [100.0, 50.0, 20.0] cm^-1; zeta 1000 cm^-1
1 cm^-1 = 0.123984 meV
Ce3+ k=2: theta -2/35 = -0.0571429 (determinants -0.0571429)
Ce3+ k=2: B -5.71429 cm^-1; O(M=J..1/2) [10, -2, -8]
Ce3+ k=4: theta 2/315 = 0.00634921 (determinants 0.00634921)
Ce3+ k=4: B 0.31746 cm^-1; O(M=J..1/2) [60, -180, 120]
Ce3+ k=6: O(M=J..1/2) [0, 0, 0]; theta undetermined, set to 0
Ce3+ |M|=5/2: Stevens -38.095, full -38.124, shift -0.028 cm^-1
Ce3+ |M|=3/2: Stevens -45.714, full -45.913, shift -0.199 cm^-1
Ce3+ |M|=1/2: Stevens 83.810, full 80.911, shift -2.899 cm^-1
Ce3+ spread Stevens 129.524 cm^-1 = 16.059 meV
Ce3+ spread full 126.824 cm^-1 = 15.724 meV
Ce3+ largest shift ratio, zeta 1e4 vs 1e5 cm^-1: 9.992
Yb3+ k=2: theta 2/63 = 0.031746 (determinants 0.031746)
Yb3+ k=2: B 3.1746 cm^-1; O(M=J..1/2) [21, 3, -9, -15]
Yb3+ k=4: theta -2/1155 = -0.0017316 (determinants -0.0017316)
Yb3+ k=4: B -0.0865801 cm^-1; O(M=J..1/2) [420, -780, -180, 540]
Yb3+ k=6: theta 4/27027 = 0.000148 (determinants 0.000148)
Yb3+ k=6: B 0.00296 cm^-1; O(M=J..1/2) [1260, -6300, 11340, -6300]
Yb3+ |M|=7/2: Stevens 34.033, full 34.033, shift -0.000 cm^-1
Yb3+ |M|=5/2: Stevens 58.408, full 58.380, shift -0.028 cm^-1
Yb3+ |M|=3/2: Stevens 20.579, full 20.380, shift -0.199 cm^-1
Yb3+ |M|=1/2: Stevens -113.020, full -115.919, shift -2.899 cm^-1
Yb3+ spread Stevens 171.429 cm^-1 = 21.254 meV
Yb3+ spread full 174.299 cm^-1 = 21.610 meV
Yb3+ largest shift ratio, zeta 1e4 vs 1e5 cm^-1: 9.992
finished without a failed check
```
